# Why electrophoretic mobility peaks as zeta potential rises: test program

```python
"""Mobility maximum of a charged sphere with a thin double layer.
Result under test (z:z electrolyte, equal ion diffusivities, zeta > 0):
  M = zeta - A*delta/(1+delta),  A = zeta/2 + 2 ln cosh(zeta/4),
  delta = (2/K)(1+2P)(exp(zeta/2)-1),
with a maximum near zeta_m = 2 + 2 ln2 + 2 W, M_m = zeta_m - 2,
W = LambertW(K/(4 e (1+2P))).
zeta: zeta potential in kT/ze; M: mobility in eps kT/(eta z e);
K: radius / Debye length; P = eps (kT/ze)^2/(eta D);
delta: counterion surface-to-bulk conduction ratio.
The reference is a Chebyshev solution of the full linearised
electrokinetic equations (ion transport, Stokes flow, spherical
Poisson-Boltzmann field). Transport and flow are solved in integrated
form, which avoids the rounding error of high derivatives."""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants as sc
from scipy.integrate import trapezoid, cumulative_trapezoid, quad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import lambertw, expn


def make_grid(n, length=25.0, stretch=10.0):
    """Distance x from the surface in Debye lengths, the d/dx matrix,
    and the matrix of integrals from the surface to each point."""
    k = np.arange(n + 1)
    theta = np.pi * k / n
    t = -np.cos(theta)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c = c * (-1.0) ** k
    diff = (2 * np.sin((theta[:, None] + theta[None, :]) / 2)
            * np.sin((theta[:, None] - theta[None, :]) / 2))
    d = np.outer(c, 1 / c) / (diff + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    s = np.sin(theta / 2) ** 2
    x = length * np.sinh(stretch * s) / np.sinh(stretch)
    dxds = length * stretch * np.cosh(stretch * s) / np.sinh(stretch)
    primitive = cheb.chebint(np.eye(n + 1), lbnd=-1, axis=0)
    integral_t = (cheb.chebvander(t, n + 1) @ primitive
                  @ np.linalg.inv(cheb.chebvander(t, n)))
    return x, 2 * d / dxds[:, None], integral_t * dxds[None, :] / 2


GRID = make_grid(100)


def full_solution(zeta, K, P, free=(True, True), grid=GRID):
    """Return mobility, counterion drive at the surface, dpsi/dx there.
    free = (counterion, co-ion): False freezes that ion's potential at
    the field around an insulator without any surface conduction."""
    x, D, inner = grid
    m = len(x)
    r = 1 + x / K
    R = r[-1]
    radial = D @ D + (2 / (K * r))[:, None] * D
    psi = 4 * np.arctanh(np.tanh(zeta / 4) * np.exp(-x))
    for _ in range(10):
        res = radial @ psi - np.sinh(psi)
        jac = radial - np.diag(np.cosh(psi))
        res[0] = psi[0] - zeta
        jac[0] = 0
        jac[0, 0] = 1
        jac[-1] = D[-1]
        jac[-1, -1] += 1 + 1 / (K * R)
        res[-1] = jac[-1] @ psi
        step = np.linalg.solve(jac, -res)
        psi = psi + step
    assert np.max(np.abs(step)) < 1e-6, (zeta, K, np.max(np.abs(step)))
    slope = D @ psi
    density = [np.exp(psi), np.exp(-psi)]       # counterion, co-ion
    # vorticity from the ion forces: it vanishes outside the layer,
    # because particle plus layer feel no net force
    outer = inner[-1][None, :] - inner
    vort = ((outer * r**2) @ outer) / (r**2)[:, None]
    vort = vort * (-slope / (2 * r))
    # flow from the vorticity: no slip and no normal flow at the surface
    flow = (((inner * r**2) @ inner) / (r**2)[:, None]) @ vort
    A = np.zeros((2 * m, 2 * m))
    b = np.zeros(2 * m)
    block = [slice(0, m), slice(m, 2 * m)]
    for i, n_i in enumerate(density):
        A[block[i], block[i]] = np.eye(m)
        if not free[i]:
            b[block[i]] = r + 1 / (2 * r**2)
            continue
        # radial flux = minus the surface divergence of tangential flux
        source = np.zeros((m, 2 * m))
        source[:, block[i]] = np.diag(2 * n_i / K**2)
        for j, n_j in enumerate(density):
            source[:, block[j]] -= ((2 * P * slope * n_i * r / K**2)[:, None]
                                    * flow * n_j[None, :])
        gradient = (inner @ source) / (r**2 * n_i)[:, None]
        A[block[i]] -= inner @ gradient
        A[block[i], i * m] -= 1
        far = R * K * gradient[-1]
        far[(i + 1) * m - 1] += 2
        A[i * m] = far                   # uniform field far away
        b[i * m] = 3 * R
    v = np.linalg.solve(A, b)
    force = density[0] * v[block[0]] + density[1] * v[block[1]]
    M = 2 / 3 * inner[-1] @ (vort @ force)
    return M, v[0], slope[0]


def delta_ratio(zeta, K, P):
    return 2 / K * (1 + 2 * P) * np.expm1(zeta / 2)


def thin_mobility(zeta, K, P):
    A = zeta / 2 + 2 * np.log(np.cosh(zeta / 4))
    d = delta_ratio(zeta, K, P)
    return zeta - A * d / (1 + d)


def bikerman_du(zeta, K, P):
    return 2 / K * (1 + 2 * P) * (np.cosh(zeta / 2) - 1)


def peak_law(K, factor):
    W = lambertw(K / (4 * np.e * factor)).real
    return 2 + 2 * np.log(2) + 2 * W, 2 * np.log(2) + 2 * W, 1 / W


def full_peak(K, P, free=(True, True)):
    out = minimize_scalar(lambda q: -full_solution(q, K, P, free)[0],
                          bounds=(2.5, 13), method="bounded",
                          options={"xatol": 1e-3})
    return out.x, -out.fun


# ---- example inputs (rough values for water and KCl-like ions) ----
T, eps_r, eta, diff_ion = 298.15, 78.5, 0.89e-3, 2.0e-9
radius, conc = 150e-9, 10.0              # m, mol/m^3
eps = eps_r * sc.epsilon_0
VT = sc.k * T / sc.e
kappa = np.sqrt(2 * conc * sc.N_A * sc.e**2 / (eps * sc.k * T))
K0 = kappa * radius
P0 = eps * VT**2 / (eta * diff_ion)
unit = eps * VT / eta * 1e8              # in 1e-4 cm^2/(V s)

# ---- flat double layer: integrals by quadrature ----
s = np.linspace(0, 1, 40001)
xf = 30 * np.sinh(8 * s) / np.sinh(8)
for z in (2.0, 5.0, 8.0):
    psi = 4 * np.arctanh(np.tanh(z / 4) * np.exp(-xf))
    fc, fo = np.expm1(psi), np.expm1(-psi)

    def carried(f):
        cum = cumulative_trapezoid(f, xf, initial=0)
        speed = cumulative_trapezoid(cum[-1] - cum, xf, initial=0)
        return trapezoid(f * speed, xf)
    Tz = np.exp(z / 2)
    lc = 4 * np.log(np.cosh(z / 4))
    pairs = [
        (trapezoid(fc, xf), 2 * (Tz - 1)),
        (trapezoid(fo, xf), 2 * (1 / Tz - 1)),
        (trapezoid(xf * fc, xf), lc + z),
        (trapezoid(xf * fo, xf), lc - z),
        (carried(fc), 8 * (Tz - 1 - 2 * np.log((Tz + 1) / 2))),
        ((trapezoid(fc + fo, xf) + P0 / 2 * carried(fc - fo)) / (2 * K0),
         bikerman_du(z, K0, P0))]
    for numeric, formula in pairs:
        assert abs(numeric / formula - 1) < 1e-4, (z, numeric, formula)

# ---- full solver: Henry limit and grid convergence ----
henry = 1 - np.exp(K0) * (5 * expn(7, K0) - 2 * expn(5, K0))
henry_num = full_solution(0.01, K0, P0)[0] / 0.01
assert abs(henry_num - henry) < 2e-4, (henry_num, henry)
fine = make_grid(130)
grid_change = 0.0
for z, K in ((5.0, K0), (12.0, K0), (16.0, 250.0)):
    coarse_M = full_solution(z, K, P0)[0]
    fine_M = full_solution(z, K, P0, grid=fine)[0]
    assert abs(coarse_M - fine_M) < 1e-4, (z, K, coarse_M, fine_M)
    grid_change = max(grid_change, abs(coarse_M - fine_M))

# ---- thin-layer formula: error must shrink roughly like 1/K ----
worst = {}
for K in (250.0, 1000.0):
    errors = []
    for z in np.arange(1.0, 17.0):
        M, drive, _ = full_solution(z, K, P0)
        errors.append(abs(thin_mobility(z, K, P0) / M - 1))
        reduced = 1 / (1 + delta_ratio(z, K, P0))
        assert abs(drive / 1.5 - reduced) < 10 / K, (K, z, drive, reduced)
    worst[K] = max(errors)
    assert worst[K] < 6 / K, (K, errors)
# the 1/K error carries factors growing with ln K, hence 0.5, not 0.25
assert worst[1000.0] < 0.5 * worst[250.0], worst

# ---- peak law against the full solution ----
peaks = {}
for K in (K0, 250.0, 1000.0):
    peaks[K] = full_peak(K, P0)
    law = peak_law(K, 1 + 2 * P0)
    tol_z, tol_m = (0.5, 0.15) if K < 1000 else (0.2, 0.08)
    assert abs(peaks[K][0] - law[0]) < tol_z, (K, peaks[K], law)
    assert abs(peaks[K][1] - law[1]) < tol_m, (K, peaks[K], law)
zp, Mp = peaks[K0]
no_flow = full_peak(K0, 0.0)
law_no_flow = peak_law(K0, 1.0)
assert abs(no_flow[1] - law_no_flow[1]) < 0.15, (no_flow, law_no_flow)
assert no_flow[1] > Mp and no_flow[0] > zp

# ---- which ion causes the maximum? ----
zs = np.arange(1.0, 13.0)
frozen = np.array([full_solution(q, K0, P0, (False, False))[0] for q in zs])
only_co = np.array([full_solution(q, K0, P0, (False, True))[0] for q in zs])
assert np.all(np.diff(frozen) > 0), frozen
assert np.all(np.diff(only_co) > 0), only_co
assert np.max(np.abs(frozen / zs - 1)) < 6 / K0, frozen
only_counter = full_peak(K0, P0, (True, False))
assert abs(only_counter[1] / Mp - 1) < 0.10, (only_counter, Mp)
assert full_solution(12.0, K0, P0, (True, False))[0] < only_counter[1]

# ---- high zeta: saturation, not collapse to zero ----
M16 = full_solution(16.0, 250.0, P0)[0]
ohmic16 = 16 / (1 + bikerman_du(16.0, 250.0, P0))
assert M16 > 2 * np.log(2) > ohmic16, (M16, ohmic16)

# ---- two zeta potentials for one mobility ----
target = 6.0
gap = lambda q: full_solution(q, K0, P0)[0] - target / unit
low, high = brentq(gap, 1, zp), brentq(gap, zp, 12)

# ---- sizes of neglected effects at the peak ----
_, drive_p, slope_p = full_solution(zp, K0, P0)
charge = -eps * kappa * VT * slope_p * 100          # uC/cm^2
field = -kappa * VT * slope_p                       # V/m
stern = peak_law(K0, 2 * (1 + 2 * P0))
crowd = conc * np.exp(zp) * sc.N_A * (0.6e-9) ** 3


def viscoelectric(f):
    return quad(lambda p: 1 / (1 + f * (2 * kappa * VT
                                        * np.sinh(p / 2)) ** 2), 0, zp)[0]


print(f"inputs: T {T} K, eps_r {eps_r}, viscosity {eta*1e3:.2f} mPa s")
print(f"inputs: D {diff_ion*1e4:.1e} cm2/s, a {radius*1e9:.0f} nm, "
      f"salt {conc:.0f} mM")
print(f"kT/e {VT*1e3:.2f} mV; Debye length {1e9/kappa:.3f} nm")
print(f"K = kappa a {K0:.2f}; P {P0:.4f}; 1+2P {1+2*P0:.4f}")
print(f"mobility unit eps kT/(eta e) {unit:.4f} e-4 cm2/Vs")
print(f"Henry M/zeta at low zeta: solver {henry_num:.5f}, "
      f"formula {henry:.5f}")
print(f"largest change of M on a finer grid {grid_change:.1e}")
print("zeta[kT/e] zeta[mV] Du delta M_full M_formula mob[1e-4 cm2/Vs]")
for z in (1, 2, 3, 4, 5, 6, 8, 10, 12):
    M = full_solution(float(z), K0, P0)[0]
    print(f"{z:3d} {z*VT*1e3:6.1f} {bikerman_du(z, K0, P0):7.3f} "
          f"{delta_ratio(z, K0, P0):7.3f} {M:.3f} "
          f"{thin_mobility(z, K0, P0):.3f} {M*unit:.3f}")
print("peaks: K, zeta full/law, M full/law, zeta-M full, delta law")
for K, (z, M) in peaks.items():
    a, b, d = peak_law(K, 1 + 2 * P0)
    print(f"{K:7.1f}  {z:.3f}/{a:.3f}  {M:.3f}/{b:.3f}  "
          f"{z-M:.3f}  {d:.3f}")
print(f"example peak: zeta {zp*VT*1e3:.1f} mV, "
      f"mobility {Mp*unit:.3f} e-4 cm2/Vs")
print(f"Smoluchowski mobility at that zeta {zp*unit:.3f} e-4 cm2/Vs")
print(f"at peak: Du {bikerman_du(zp, K0, P0):.3f}, "
      f"delta {delta_ratio(zp, K0, P0):.3f}")
print(f"at peak: counterion drive/1.5 full {drive_p/1.5:.3f}, "
      f"1/(1+delta) {1/(1+delta_ratio(zp, K0, P0)):.3f}")
print(f"at peak: diffuse-layer balancing charge {charge:.2f} uC/cm2")
print(f"peak without convection (P=0): zeta {no_flow[0]:.3f}, "
      f"M {no_flow[1]:.3f}, law M {law_no_flow[1]:.3f}")
print(f"both ions frozen: M at zeta 12 = {frozen[-1]:.3f}")
print(f"counterion frozen only: M at zeta 12 = {only_co[-1]:.3f}")
print(f"co-ion frozen only: peak zeta {only_counter[0]:.3f}, "
      f"M {only_counter[1]:.3f}")
print(f"worst formula error, zeta 1-16: K=250 {worst[250.0]*100:.2f} %, "
      f"K=1000 {worst[1000.0]*100:.2f} %")
print(f"K=250, zeta 16: M full {M16:.3f}, ohmic-only {ohmic16:.3f}, "
      f"2 ln 2 {2*np.log(2):.3f}")
print(f"mobility {target:.1f} e-4 cm2/Vs: zeta {low*VT*1e3:.1f} or "
      f"{high*VT*1e3:.1f} mV")
print(f"Smoluchowski reading of it {target/unit*VT*1e3:.1f} mV")
print("neglected effects at the example peak:")
print(f"stagnant layer conducting as much as diffuse: law peak "
      f"{stern[0]*VT*1e3:.1f} mV, {stern[1]*unit:.3f} e-4 cm2/Vs")
print(f"same law without it: {peak_law(K0, 1+2*P0)[0]*VT*1e3:.1f} mV, "
      f"{peak_law(K0, 1+2*P0)[1]*unit:.3f} e-4 cm2/Vs")
print(f"counterions at surface {conc*np.exp(zp)/1000:.2f} M; "
      f"site filling for 0.6 nm ions {crowd:.2f}")
print(f"applied 10 V/cm times radius / (kT/e) = {1000*radius/VT:.4f}")
print(f"double-layer field at surface {field/1e8:.2f} MV/cm")
for f in (1e-16, 1e-15):
    print(f"viscoelectric f {f:.0e} m2/V2: flat-layer M "
          f"{viscoelectric(f):.3f} instead of {zp:.3f}")
print("verified")
```

It prints:

```
inputs: T 298.15 K, eps_r 78.5, viscosity 0.89 mPa s
inputs: D 2.0e-05 cm2/s, a 150 nm, salt 10 mM
kT/e 25.69 mV; Debye length 3.042 nm
K = kappa a 49.31; P 0.2578; 1+2P 1.5155
mobility unit eps kT/(eta e) 2.0065 e-4 cm2/Vs
Henry M/zeta at low zeta: solver 0.94790, formula 0.94790
largest change of M on a finer grid 1.5e-07
zeta[kT/e] zeta[mV] Du delta M_full M_formula mob[1e-4 cm2/Vs]
  1   25.7   0.008   0.040 0.940 0.978 1.887
  2   51.4   0.033   0.106 1.832 1.882 3.675
  3   77.1   0.083   0.214 2.609 2.645 5.235
  4  102.8   0.170   0.393 3.189 3.191 6.400
  5  128.5   0.315   0.687 3.499 3.464 7.021
  6  154.2   0.557   1.173 3.517 3.457 7.057
  8  205.5   1.617   3.295 2.964 2.898 5.946
 10  256.9   4.500   9.062 2.290 2.230 4.595
 12  308.3  12.338  24.738 1.860 1.794 3.732
peaks: K, zeta full/law, M full/law, zeta-M full, delta law
   49.3  5.556/5.483  3.543/3.483  2.013  0.954
  250.0  7.425/7.421  5.459/5.421  1.965  0.496
 1000.0  9.395/9.397  7.418/7.397  1.977  0.333
example peak: zeta 142.8 mV, mobility 7.109 e-4 cm2/Vs
Smoluchowski mobility at that zeta 11.149 e-4 cm2/Vs
at peak: Du 0.435, delta 0.928
at peak: counterion drive/1.5 full 0.550, 1/(1+delta) 0.519
at peak: diffuse-layer balancing charge 9.45 uC/cm2
peak without convection (P=0): zeta 6.099, M 3.974, law M 3.929
both ions frozen: M at zeta 12 = 11.740
counterion frozen only: M at zeta 12 = 11.667
co-ion frozen only: peak zeta 5.555, M 3.529
worst formula error, zeta 1-16: K=250 0.92 %, K=1000 0.24 %
K=250, zeta 16: M full 1.791, ohmic-only 0.840, 2 ln 2 1.386
mobility 6.0 e-4 cm2/Vs: zeta 92.7 or 203.6 mV
Smoluchowski reading of it 76.8 mV
neglected effects at the example peak:
stagnant layer conducting as much as diffuse: law peak 124.2 mV, 5.690 e-4 cm2/Vs
same law without it: 140.9 mV, 6.990 e-4 cm2/Vs
counterions at surface 2.59 M; site filling for 0.6 nm ions 0.34
applied 10 V/cm times radius / (kT/e) = 0.0058
double-layer field at surface 1.36 MV/cm
viscoelectric f 1e-16 m2/V2: flat-layer M 4.567 instead of 5.556
viscoelectric f 1e-15 m2/V2: flat-layer M 2.880 instead of 5.556
verified
```
